# Leapfrog Time Steps for Cold Plasma Oscillations: Stability and Frequency Error

Take a plasma with $10^{16}$ electrons per cubic metre, a rough typical density for a low-pressure etch reactor driven at 13.56 MHz. Its electrons oscillate with a period of 1.114 ns. A simulation step of 363.4 ps samples each period about three times, which might seem coarse but usable. Yet a displacement of the electrons changes sign at each step and, after the first few steps, grows by a factor 1.56 each time. If it is released from rest as a sine wave of amplitude 0.1 mm and wavelength 50 mm, electrons have overtaken one another by the twelfth step. Nothing in the physical plasma model drives this growth. It comes from the time step.

A shorter step removes the growth but leaves a quieter fault: the oscillation stays bounded and runs too fast. One relation gives both the limit and the error.

## 1. A slab of electrons

Start with a uniform slab of electrons on a uniform background of fixed ions, both of number density $n$. Let the electrons have charge $-e$, mass $m$, no thermal motion and no collisions. Shift them all by a small distance $\xi$ in the positive $x$ direction.

The shift uncovers ions on the left, with charge $+ne\xi$ per unit area. An equal negative charge appears on the right. Between these layers the field points from positive to negative charge:

$$E=\frac{ne\xi}{\varepsilon_0}.$$

The force on an electron is $-eE$, so

$$m\ddot\xi=-\frac{ne^2}{\varepsilon_0}\xi,
\qquad
\ddot\xi=-\omega_p^2\xi,
\qquad
\omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

The minus sign means that the field pulls the electrons back. They overshoot because they have inertia, and the motion repeats at angular frequency $\omega_p$.

**Displacements that vary in space.** Label each electron sheet by its rest position $x_0$ and write its actual position as $x=x_0+\xi(x_0,t)$. Choose a periodic displacement proportional to $\sin kx_0$. The charge pattern is symmetric under reflection at $x=0$, so the field there is zero.

Apply Gauss's law between $0$ and $x$. The ions contribute charge $enx$ per unit area. If no sheets have overtaken one another, the electrons to the left are still those that began there, and they contribute $-enx_0$. Therefore

$$E=\frac{en(x-x_0)}{\varepsilon_0}=\frac{ne\xi}{\varepsilon_0}.$$

This is the slab result again, now sheet by sheet. It did not require a small displacement. It required the order of the sheets to survive, which means

$$\frac{\partial x}{\partial x_0}=1+\frac{\partial\xi}{\partial x_0}>0.$$

For a sine wave of amplitude $A$ the condition is $kA<1$. Beyond it the count of electrons to the left changes, and the simple restoring force is lost.

## 2. Replace time by steps

Leapfrog stores positions at times $j\,dt$ and velocities halfway between them:

$$v_{j+1/2}=v_{j-1/2}-\omega_p^2dt\,\xi_j,$$

$$\xi_{j+1}=\xi_j+dt\,v_{j+1/2}.$$

To remove the velocities, write the position rule for two neighbouring steps:

$$\xi_{j+1}-\xi_j=dt\,v_{j+1/2},\qquad
\xi_j-\xi_{j-1}=dt\,v_{j-1/2}.$$

Subtract the second from the first, then use the velocity rule:

$$\xi_{j+1}-2\xi_j+\xi_{j-1}
=dt\,(v_{j+1/2}-v_{j-1/2})
=-a^2\xi_j,\qquad a=\omega_pdt.$$

The dimensionless number $a$ is the phase, in radians, through which the true oscillation turns in one step.

**Limit of a short step.** Taylor expansion of the two neighbours cancels the odd derivatives:

$$\frac{\xi_{j+1}-2\xi_j+\xi_{j-1}}{dt^2}
=\ddot\xi+\frac{dt^2}{12}\xi^{(4)}+\cdots .$$

As $dt\to0$ this returns the original equation. For an oscillation at frequency $\omega$, $\ddot\xi=-\omega^2\xi$ and $\xi^{(4)}=\omega^4\xi$. The first correction therefore gives

$$\omega^2\left(1-\frac{\omega^2dt^2}{12}\right)\simeq\omega_p^2.$$

Replacing $\omega$ by $\omega_p$ inside the small correction and taking the square root gives $\omega\simeq\omega_p(1+a^2/24)$. This is a first estimate of the error, but it cannot show where stability ends.

## 3. Solve the stepped equation

The recurrence has constant coefficients, so try $\xi_j=Cz^j$. Substitution and division by $Cz^{j-1}$ give

$$z^2-(2-a^2)z+1=0.$$

For a steady oscillation put $z=e^{-i\omega dt}$. Divide the quadratic by $z$:

$$z+\frac1z=2-a^2,\qquad 2\cos(\omega dt)=2-a^2.$$

Since $1-\cos\theta=2\sin^2(\theta/2)$, this becomes

$$4\sin^2\left(\frac{\omega dt}{2}\right)=a^2.$$

Samples taken at interval $dt$ cannot distinguish $\omega dt$ from $\omega dt+2\pi$, and a real oscillation contains both signs of $\omega$. Choose the representative $0<\omega dt<\pi$, which joins smoothly to $\omega_p$ for small steps. Its sine is positive, so

$$\boxed{\sin\left(\frac{\omega dt}{2}\right)=\frac{\omega_pdt}{2}}\qquad(0<a<2).$$

**A case to check by hand.** At $a=1$ the relation gives $\omega dt/2=\pi/6$, or six steps per numerical period. The recurrence is $\xi_{j+1}=\xi_j-\xi_{j-1}$. Starting with $1,\tfrac12$, it produces

$$1,\ \tfrac12,\ -\tfrac12,\ -1,\ -\tfrac12,\ \tfrac12,\ 1,\ldots$$

The pattern does repeat after six steps. The true period would take $2\pi\simeq6.28$ steps, so the numerical oscillation is fast.

## 4. Find the stability boundary

The quadratic has the roots

$$z_\pm=\frac{2-a^2\pm\sqrt{(2-a^2)^2-4}}{2},
\qquad (2-a^2)^2-4=a^2(a^2-4).$$

Their product is 1. Three cases follow.

**Below the boundary, $0<a<2$.** The discriminant is negative and the roots are complex conjugates. Their product is $|z|^2=1$, so each has modulus 1. Because they are distinct, every solution is a sum of two terms of constant size and stays bounded.

**At the boundary, $a=2$.** Both roots equal $-1$. The general solution is

$$\xi_j=(-1)^j(C+Dj).$$

To check the second part, insert it in $\xi_{j+1}+2\xi_j+\xi_{j-1}=0$. After removal of the common sign, the bracket is $D[(j+1)-2j+(j-1)]=0$. A general start has $D\ne0$ and grows linearly. Thus $\omega_pdt=2$ marks the limit for cold electrons, and a safe run must stay below it.

**Above the boundary, $a>2$.** The roots are real, negative and reciprocal. Write them as $z=-e^{\pm\gamma dt}$ with $\gamma>0$. Their sum gives

$$-2\cosh(\gamma dt)=2-a^2.$$

Using $1+\cosh u=2\cosh^2(u/2)$,

$$\cosh\left(\frac{\gamma dt}{2}\right)=\frac a2.$$

For the opening case $a=2.05$, the right side is 1.025. Hence

$$e^{\gamma dt/2}=1.025+\sqrt{1.025^2-1}=1.25,
\qquad -e^{\gamma dt}=-1.5625.$$

**What the electrons do.** Release a sheet from rest at $\xi_0$. A half-step kick gives $v_{1/2}=-\omega_p^2dt\,\xi_0/2$, and the first new position is

$$\xi_1=\xi_0\left(1-\frac{a^2}{2}\right).$$

If $a>2$, then $|\xi_1|>|\xi_0|$. The force found at the old position has acted for so long that the sheet lands farther out on the other side. There it meets a stronger force, and the overshoot grows.

The sum of the roots gives $1-a^2/2=-\cosh(\gamma dt)$, so the equal mixture of the two roots that fits $\xi_0$ and $\xi_1$ is

$$\xi_j=(-1)^j\xi_0\cosh(j\gamma dt).$$

After a few steps the growing root dominates and the factor per step approaches $-1.5625$. The opening wave has $kA=0.0126$, and its sheets keep their order only while $kA\cosh(j\gamma dt)<1$. The left side is 0.85 at $j=11$ and 1.33 at $j=12$, so the order is lost at the twelfth step.

## 5. Bounded does not mean accurate

The start of the calculation matters near the limit. Let $\theta=\omega dt$. For the half-kick start, the dispersion relation turns the first position into

$$\xi_1=\xi_0\left(1-2\sin^2\frac\theta2\right)=\xi_0\cos\theta.$$

The sequence $\xi_j=\xi_0\cos j\theta$ has these first two values. It also obeys the recurrence, since $\cos[(j+1)\theta]+\cos[(j-1)\theta]=2\cos\theta\cos j\theta$ and $2\cos\theta=2-a^2$. Its amplitude neither grows nor decays.

Now set $v_{1/2}=0$ instead. Then $\xi_1=\xi_0$, and the same recurrence gives

$$\xi_j=\xi_0\frac{\cos[(j-\frac12)\theta]}{\cos(\theta/2)}.$$

Both $j=0$ and $j=1$ return $\xi_0$, as required. Since $\cos(\theta/2)=\sqrt{1-a^2/4}$, the motion obeys

$$|\xi_j|\le\frac{|\xi_0|}{\sqrt{1-a^2/4}}.$$

At $a=1.999$ this bound is 31.63 times the initial displacement. A sheet calculation reached 31.63 to the digits shown. The motion is stable, but its amplitude is far from what a sheet released near rest should have.

**Approach to the boundary.** Put $\theta=\pi-\delta$. The numerator becomes $-(-1)^j\sin[(j-\frac12)\delta]$ and the denominator $\sin(\delta/2)$. As $\delta\to0$ their ratio tends to

$$\frac{\xi_j}{\xi_0}=(-1)^j(1-2j).$$

After 50 steps this is $-99$, the value found with the sheets. The half-kick start gives $(-1)^{50}=1$ instead. It is a special start with $D=0$, so its good behaviour does not make $a=2$ safe.

## 6. Measure the frequency error

For a stable step, solve the dispersion relation for the frequency:

$$\frac{\omega}{\omega_p}=\frac2a\arcsin\frac a2.$$

The derivative of $\arcsin y$ is $(1-y^2)^{-1/2}=1+y^2/2+3y^4/8+\cdots$. Integration from zero gives

$$\arcsin y=y+\frac{y^3}{6}+\frac{3y^5}{40}+\cdots .$$

With $y=a/2$,

$$\frac{\omega}{\omega_p}
=\frac2a\left(\frac a2+\frac{a^3}{48}+\frac{3a^5}{1280}+\cdots\right)
=1+\frac{a^2}{24}+\frac{3a^4}{640}+\cdots .$$

The leading fractional error is therefore

$$\boxed{\frac{\omega-\omega_p}{\omega_p}\simeq\frac{(\omega_pdt)^2}{24}}.$$

It agrees with the Taylor estimate of section 2. The positive sign has a simple origin. The stepped second derivative of an oscillation has size $(4/dt^2)\sin^2(\omega dt/2)$, which is smaller than $\omega^2$. The numerical frequency must rise above $\omega_p$ to balance the same restoring force.

The relation was tested with 40 charged sheets over a 50 mm period. The field on each sheet came from counting the charge to its left, without using $\ddot\xi=-\omega_p^2\xi$. At fixed density and an initial amplitude of 0.1 mm, the spectrum of 4000 steps gave:

| $dt$ (ps) | $a$ | Measured $\omega/\omega_p$ | $1+a^2/24$ |
|---|---|---|---|
| 40 | 0.226 | 1.0021 | 1.0021 |
| 100 | 0.564 | 1.0138 | 1.0133 |
| 200 | 1.128 | 1.0625 | 1.0530 |
| 300 | 1.692 | 1.1922 | 1.1193 |
| 350 | 1.975 | 1.4292 | 1.1624 |

The full relation agrees with every measured ratio to better than one part in a million. The leading estimate is good for short steps and fails near the limit. At the limit itself the full relation tends to $\omega/\omega_p=\pi/2\simeq1.57$, while the leading estimate gives only $7/6\simeq1.17$.

With $dt=40$ ps, raising the amplitude to 4 mm gives $kA=0.503$. The frequency error remains 0.2134%. This supports the claim that the displacement need not be small as long as sheets keep their order.

## 7. Choose a step for a reactor model

For $n=10^{16}\ \mathrm{m^{-3}}$, the definition gives $\omega_p=5.641\times10^9\ \mathrm{rad/s}$. Warm electrons lower the stability limit, as section 8 shows. For cold electrons the limiting step is

$$dt_{\rm limit}=\frac{2}{5.641\times10^9\ \mathrm{s^{-1}}}=354.5\ \mathrm{ps}.$$

Suppose the desired fractional frequency error is $\delta=0.001$. Inverting the leading error gives

$$dt\simeq\frac{\sqrt{24\delta}}{\omega_p}
=\frac{0.1549}{5.641\times10^9\ \mathrm{s^{-1}}}=27.5\ \mathrm{ps}.$$

The sheets show an error of 0.1003% at this step. The rule applies to small $\delta$, since it drops the $a^4$ term.

Now keep $dt=40$ ps. The error of 0.2134% looks small, but phase error accumulates. Over one rf period of 73.75 ns it reaches

$$0.002134\times5.641\times10^9\times73.75\times10^{-9}
=0.888\ \mathrm{rad}=50.9^\circ.$$

This is the drift of an undamped plasma oscillation, not an error in the phase of the imposed rf voltage.

The limit also moves with density, because $a\propto\sqrt n$ at fixed $dt$. The 40 ps step reaches the cold limit $a=2$ at $7.86\times10^{17}\ \mathrm{m^{-3}}$. High-density inductive sources lie very roughly between $10^{17}$ and $10^{18}\ \mathrm{m^{-3}}$, so a step that is comfortable here may fail there. In a plasma of varying density, the largest density expected during the run should set the step.

## 8. Put the neglected effects back

**Temperature.** Take an electron temperature of 3 eV. The Debye length is $\lambda_D=0.129$ mm, and for the 50 mm wave $k\lambda_D=0.0162$. Treat the warm electrons as a collection of cold beams with velocities $u$. Each beam responds at the Doppler-shifted frequency $\omega-ku$, so

$$1=\omega_p^2\left\langle\frac1{(\omega-ku)^2}\right\rangle
\simeq\frac{\omega_p^2}{\omega^2}
\left(1+\frac{3k^2\langle u^2\rangle}{\omega^2}\right).$$

The term linear in $u$ averages to zero. With $\langle u^2\rangle=\omega_p^2\lambda_D^2$, the leading frequency shift is $\frac32(k\lambda_D)^2$. The root of the full Maxwellian relation, with its very weak damping left out, gives $+0.039\%$.

This is about a fifth of the time-step error at 40 ps. The two leading terms become equal when $k\lambda_D=a/6$, here at a wavelength of about 22 mm. For shorter waves, temperature matters more than this step error.

Temperature also lowers the stability limit. A kick given $s$ steps ago has moved the electrons in proportion to $s$, but their thermal spread has since blurred the pattern by a factor $e^{-(k\lambda_Da s)^2/2}$. For a wave that changes sign at each step without growing, the sum over past kicks gives

$$1=a^2\sum_{s=1}^{\infty}(-1)^{s+1}s\,e^{-(k\lambda_Da s)^2/2}.$$

For long waves this returns $a=2$. The Gaussian factor belongs to a Maxwellian, for which the smallest solution is $a\simeq1.62$, near $k\lambda_D=0.70$. Here that means a wavelength of about 1.2 mm and a step of 287 ps. A Maxwellian model that resolves such waves must stay below this lower limit, which the 40 ps step reaches at about $5.1\times10^{17}\ \mathrm{m^{-3}}$. Other velocity distributions move the limit. An isotropic three-dimensional Druyvesteyn distribution of the same mean energy, which has fewer very fast electrons, lowers it to $a\simeq1.46$.

**Collisions.** Take a gas pressure of 20 mTorr at 300 K and a round rate coefficient of $10^{-13}\ \mathrm{m^3/s}$. The collision rate is $\nu=6.44\times10^7\ \mathrm{s^{-1}}$. A drag term changes the motion to

$$\ddot\xi+\nu\dot\xi+\omega_p^2\xi=0.$$

Inserting $e^{st}$ gives $s=-\nu/2\pm i\sqrt{\omega_p^2-\nu^2/4}$. The frequency shift is only $-0.0016\%$, but the amplitude falls by a factor $e$ in $2/\nu=31.1$ ns. After one rf period 9.3% remains. The calculated $50.9^\circ$ drift therefore belongs mostly to an oscillation that has died away. Within one damping time the drift is about $21^\circ$.

**Ions and mesh.** If the ions can move, the relative displacement responds with inverse mass $1/m+1/M$. For a round ion mass of 40 u the frequency rises by about $m/(2M)$, or 0.0007%. A field mesh with 0.1 mm cells, linear weighting, a three-point Poisson solve and central-difference fields lowers the frequency of this long wave by 0.0020%; other ways of differencing the field change this figure but not its order of magnitude. Both shifts are small beside 0.2134%. The time-step limit does not, however, guard against other faults of a particle mesh, such as numerical heating.

**Density.** For this wave and the 40 ps step, a modest error in the assumed density outweighs the frequency shifts found above for temperature, collisions, mobile ions and the mesh. A 10% increase raises $\omega_p$ by 4.9%, about 23 times the error of the 40 ps step.

**Beside a real reactor.** The chosen density, temperature and pressure are rough typical values for a capacitive etch reactor, and a wavelength of 50 mm is twice a gap of 25 mm. Real discharges are not uniform: the density falls towards the electrodes, and the sheaths are depleted of electrons for much of the cycle. A drop by a factor of two lowers the local plasma frequency by $1-1/\sqrt2$, or 29%. Electrodes also weaken the restoring force on a rigid shift of the whole electron population. If the electrons move as one uniform slab between shorted electrodes a distance $L$ apart, with a sheath of width $d$ at each side, the frequency is $\omega_p\sqrt{2d/L}$. For 3 mm sheaths in a 25 mm gap this is about half of $\omega_p$. The internal modes of the slab, which have no net shift, still oscillate at $\omega_p$, so the step limit is not relaxed. Shortening the step from 40 to 27.5 ps cannot repair an error of that kind. It reduces the integration error for whatever density the model contains.

The numerical output below gives most of these values at higher precision.

## Values computed for the example and the checks

```
electron density = 1.00e+16 m^-3
plasma frequency omega_p = 5.64146e+09 rad/s
plasma period = 1.1138 ns
limiting time step 2/omega_p = 354.52 ps
wavelength = 50.0 mm
dt (ps), a, omega/omega_p: measured, formula, 1+a^2/24
  40, 0.2257: 1.002134, 1.002134, 1.002122
  100, 0.5641: 1.013759, 1.013759, 1.013261
  200, 1.1283: 1.062488, 1.062488, 1.053043
  300, 1.6924: 1.192184, 1.192184, 1.119348
  350, 1.9745: 1.429188, 1.429188, 1.162446
example step = 40.0 ps
measured frequency error = 0.21340 %
leading term a^2/24 = 0.21217 %
next term 3a^4/640 = 0.001215 %
large amplitude = 4.0 mm, k*amplitude = 0.5027
its frequency error = 0.21340 %
step for 0.1 % error = 27.46 ps
measured error at that step = 0.10027 %
a = 1.999: largest relative displacement = 31.627, bound = 31.627
a = 2, zero first half-step velocity: relative displacement after 50 steps = -99.000
a = 2, half-kick start: same quantity = 1.000
a = 2.05: factor per step measured = -1.56250, formula = -1.56250
rf frequency = 13.56 MHz, period = 73.746 ns
example steps per rf period = 1843.7
phase drift per rf period = 50.87 degrees
density at which example step has a=2: 7.8552e+17 m^-3
electron temperature = 3.0 eV, Debye length = 0.1288 mm
k*Debye length = 0.01618
thermal frequency shift = +0.03928 %
pressure = 20.0 mTorr, gas temperature = 300 K
rate coefficient = 1.0e-13 m^3/s
collision rate = 6.4377e+07 s^-1
collision frequency shift = -0.00163 %
amplitude damping time = 31.07 ns
amplitude left after one rf period = 9.31 %
ion mass = 40 u, shift = +0.000686 %
mesh cell = 0.100 mm, shift = -0.00197 %
thermal travel per step = 0.2906 cell
shift for 10 % higher density = +4.881 %
```
